Why Sub-Excitation Electrons Can Enlarge Chemical Blur in Resists

**Question.** An electron in a resist has dropped below the threshold for electronic excitation. It can still lose energy to vibrations, and it may finally attach to a molecule or fall into a trap. Why can this last part of its life widen the chemical image, and is the large number of weak collisions the reason?

**Answer: the mechanism**

Chemical blur is the spread of the places where reactions occur, measured from where the energy was first deposited. If attachment starts the chemistry, what matters is where the electron is captured, not where it became unable to excite electronic states.

Below threshold the large electronic losses are closed. While the kinetic energy is many times the vibrational quantum, a vibrational loss takes only a small part of it, and a quasi-elastic collision takes practically none. Both change the direction of motion, but neither ends it. The electron therefore continues until capture.

Collisions have two competing effects. Survival through many of them allows a long path, but each change of direction makes the path less effective at carrying the electron away. The number of collisions therefore cannot by itself settle the question.

Consider a homogeneous, isotropic medium, with independent collisions, a free-electron mass and no internal electric field. Quasi-elastic scattering is isotropic. Capture ends the motion, and a fixed fraction of captures, independent of energy, is chemically productive. Later diffusion of acid is left out. The algebra uses atomic units, so speed equals wave number k and E = k²/2.

**How weak is a weak loss?**

Let the vibrations have one quantum ω and couple to the electron through their electric polarization. Their coupling strength follows from dielectric screening. Two static charges interact through 4π/(Vq²ε∞) per Fourier component if only the electrons of the medium respond, and through 4π/(Vq²ε0) if the vibrations respond too. Here V is the volume and q the wave number. The vibrations thus contribute −4πC/(Vq²), where

C = 1/ε∞ − 1/ε0.

In second-order perturbation theory, exchange of a quantum between the charges gives −2|M|²/ω, where M is the zero-temperature emission amplitude. Equating the two expressions gives

|M|² = 2πωC/(Vq²).

At finite temperature this is multiplied by w = n + 1 for emission and w = n for absorption, with n = 1/[exp(ω/k_BT) − 1].

Let k′ be the final wave number and μ the cosine of the scattering angle. Then q² = k² + k′² − 2kk′μ. In the golden rule, the energy delta function turns k′²dk′ into k′, and the azimuthal integral gives 2π. The rate is

Γ = 2π · V/(2π)³ · (2πωCw/V) · 2πk′ ∫₋₁¹ dμ/(k² + k′² − 2kk′μ)
= ωCwk′ ∫₋₁¹ dμ/(k² + k′² − 2kk′μ).

The integral equals L/(kk′), with L = ln[(k + k′)/|k − k′|]. Dividing the rate by the speed k gives the inverse mean free path:

1/λ_vib = wωCL/k² = wωCL/(2E).

For the mean cosine g, set A = k² + k′² and B = 2kk′. Since

μ/(A − Bμ) = −1/B + (A/B)/(A − Bμ),

its integral is −2/B + (A/B)(2L/B). The normalizing integral is 2L/B, so

g = A/B − 1/L = (k² + k′²)/(2kk′) − 1/L.

Direct angular quadrature confirms both formulas for emission and absorption.

**From collisions to displacement**

Place the electron on an energy ladder with spacing ω. On rung i its mean flight is λ_i, the inverse of the sum of all inverse mean free paths, including capture. A flight ends in a transition to rung j with probability P_ij; the missing probability is capture. An elastic event has j = i and g = 0.

Let a_i be the mean displacement along the initial direction u. The first flight contributes λ_i. After a collision the mean remaining displacement is a_j along the new direction, whose average component along u is g_ij. Hence

a_i = λ_i + Σ_j P_ij g_ij a_j.

Now write the total displacement as R = su + R′, where s is the first flight and R′ the remainder. Squaring gives

⟨R²⟩ = ⟨s²⟩ + 2⟨s u·R′⟩ + ⟨R′²⟩.

Flight lengths are exponential, so ⟨s²⟩ = 2λ_i². The flight length is independent of the collision outcome, so the middle term is 2λ_i Σ_j P_ij g_ij a_j. Therefore

R_i² = 2λ_i(λ_i + Σ_j P_ij g_ij a_j) + Σ_j P_ij R_j²
= 2λ_i a_i + Σ_j P_ij R_j².

From here on R² denotes the mean square. If N_i is the expected number of flights on rung i, repeated substitution gives

R² = 2 Σ_i N_i λ_i a_i = 2āℓ, with ℓ = Σ_i N_i λ_i.

Here ℓ is the mean path before capture and ā is the average of a_i weighted by path. This answers the question within the model: blur needs a long path and a direction that persists. Since every mean cosine g in this model is zero or positive, a collision can help only by taking the electron to an energy from which the mean path still ahead is longer, or the direction persists longer along that path.

**One energy: the two roles separated**

Suppose capture has mean free path λ_c, scattering has λ_s, and the energy hardly matters. Then 1/λ = 1/λ_c + 1/λ_s, and capture ends a flight with probability p = λ/λ_c. The equation for a gives

a = λ/[1 − (1 − p)g].

Using (1 − p)/λ = 1/λ_s, its inverse is

1/a = 1/λ_c + (1 − g)/λ_s.

The equation for R² becomes pR² = 2λa, so

R² = 2aλ_c.

Without scattering, a = λ_c and R² = 2λ_c², as for one exponential flight. When λ_s/(1 − g) is much shorter than λ_c, R² ≈ 2λ_cλ_s/(1 − g). Frequent collisions alone do not ensure this if they scatter mostly forward. If λ_s is fixed and λ_c grows, there are more collisions and more blur. If λ_c is fixed and λ_s shrinks, there are also more collisions, but less blur.

**When weakness of the loss matters**

Let S = ω(1/λ_loss − 1/λ_gain) be the mean energy loss per unit path. When many small losses occur, dE = −S dx. The surviving fraction F obeys dF/dx = −F/λ_c, hence

F(E) = exp[−∫_E^{E₀} dE′/(λ_c(E′)S(E′))],

where E₀ is the starting energy. An energy interval dE contributes path F dE/S, so

R² ≈ ∫ (2a/S)F dE.

Here a is the local persistence length; its inverse is 1/λ_c plus the (1 − g)/λ terms of all scattering channels. Using a local value also requires that these rates change little while the electron travels a distance a. Strong elastic scattering ensures this in the example below; with nearly straight paths the integral can overestimate the blur.

If capture becomes more probable as the energy falls, a small S keeps the electron longer at energies where capture is rare. If λ_c does not depend on energy, F = exp(−x/λ_c) and the mean path is λ_c whatever the losses. If capture is strongest at high energy, slow energy loss can shorten the path by holding the electron in the capture region.

**The number**

Take a model resist with an electronic threshold of 5 eV and an electron starting at 4.05 eV. The vibrational quantum is 0.1 eV, ε∞ = 2.2, ε0 = 3.0, and the temperature is 300 K. The elastic mean free path is 5 Å. Capture has inverse mean free path 0.05 exp(−E/1 eV) per Å. These are round model parameters, not data for a particular polymer.

At the start, the capture length is 1148 Å and the vibrational-loss length is 68.2 Å, with mean loss cosine 0.803. Neglecting the rare gains,

1/a ≈ 1/5 + (1 − 0.803)/68.2 + 1/1148 ≈ 0.204 per Å,

or a ≈ 4.9 Å. Elastic scattering controls the persistence.

The ladder gives a mean path of 554 Å, with about 111 elastic collisions, 9.34 weak losses and 0.196 gains. The mean capture energy is

4.05 − 0.1(9.34 − 0.196) ≈ 3.14 eV.

Thus most of the many collisions are quasi-elastic, and with this capture law the average electron is captured long before it reaches thermal energy. With ā = 4.87 Å,

R = √(2 × 4.87 × 554.2) ≈ 73.5 Å.

Three-dimensional trajectories give 73.3 Å. The slowing-down integral, cut off at 0.25 eV where less than 0.5% of electrons survive, gives 73.0 Å.

For isotropic starting directions, the blur per axis is

σ_sub = 73.5/√3 ≈ 42.4 Å = 80.2 bohr.

Let the earlier, hot stage have σ_hot = 20 Å per axis. Suppose a fraction f of chemical events occurs after the additional motion and the rest occur where the hot stage ended. The two displacements have zero mean and are uncorrelated, so

σ² = (1 − f)σ_hot² + f(σ_hot² + σ_sub²) = σ_hot² + fσ_sub².

For f = 1 the total is √(20² + 42.4²) ≈ 47 Å; for f = 0.5 it is about 36 Å. If the starting direction u remembers the hot displacement X, the three-dimensional mean square gains 2a⟨X·u⟩. Here this is at most 2 × 4.91 × 20√3 ≈ 340 Å² in magnitude, about 6% of R².

The standard deviation does not describe the whole profile. For the sub-threshold displacement alone, the kurtosis per axis is about 4.2, against 3 for a Gaussian. Different electrons travel different paths x. If a is nearly constant and collisions are many, the displacement at given x is nearly Gaussian with variance 2ax/3. Averaging over x gives kurtosis 3⟨x²⟩/⟨x⟩², which exceeds 3 whenever the paths differ.

**Changing one cause at a time**

Halving the elastic mean free path doubles the elastic collisions to about 222. The path stays at 554 Å, because these collisions change neither the energy nor the capture probability per unit path. The blur falls to 30.2 Å. Doubling the vibrational coupling raises the number of weak losses to 14.3, yet the blur falls to 35.4 Å. More elastic collisions, or more weak losses, can therefore go with less blur.

Now let each vibrational loss remove ten quanta, or take the electron to the bottom rung if fewer remain, while the collision rates and angles on each rung are kept. This artificial change isolates the size of the loss. The path falls to 158 Å and the blur to 22.4 Å. With a constant capture length of 500 Å, the path is 500 Å for both small and large losses. With a reversed profile, 0.05 exp[(E − 4.05 eV)/1 eV] per Å, in which capture is strongest at high energy, the larger losses lengthen the path from 20.7 to 118 Å. Most of the longer path is run on the bottom rung, where k times the elastic length is only about 0.6, so this figure shows the direction of the effect within the model and not its size.

Strong capture limits the effect. Making capture twenty times as probable per unit path in the original case cuts the path to 53.4 Å and σ_sub to 12.7 Å. With f = 1 the total blur is then √(20² + 12.7²) ≈ 24 Å, only modestly above the hot-stage value.

**Where the description becomes doubtful**

Independent semiclassical flights require k times the mean free path to be large. At the mean capture energy this product, with the elastic length, is about 4.5: above one, but not by a wide margin. It worsens at lower energy, though in the original case only about 0.05% of captures occur below 0.5 eV. The comparison cases are less safe: with half the elastic length the product is about 2.3, and with ten-quanta losses nearly half of the captures occur below 0.5 eV. Interference between scattering events has not been evaluated.

A real resist has several vibrational modes, which can also be excited through short-lived negative-ion states, and its attachment rate usually peaks at particular energies; ε0 in C should contain only the vibrational response, not slow dipole reorientation. The 42 Å is therefore a property of the model, not a prediction for a material. The attraction of the positive charge left behind could pull electrons back, and an energy-dependent chemical yield would weight capture sites differently. A trapped electron that never reacts adds nothing to chemical blur, however far it has travelled. The numerical output below gives the remaining comparison values.

Values computed for the example and the checks

```
Electronic threshold: 5.00 eV
Starting energy: 4.05 eV
Vibrational quantum: 0.10 eV
Temperature: 300 K
Fast dielectric constant: 2.2
Static dielectric constant: 3.0
Dielectric contrast C: 0.1212
Vibrational occupation: 0.0213
Elastic mean free path: 5.0 angstrom
Capture prefactor: 0.050 1/angstrom
Capture energy scale: 1.0 eV
Loss mean free path at start: 68.2 angstrom
Mean loss cosine at start: 0.803
Capture length at start: 1147.9 angstrom
Mean path: 554.2 angstrom
Mean elastic collisions: 110.8
Mean weak losses: 9.34
Mean vibrational gains: 0.196
Mean energy at capture: 3.14 eV
Forward displacement a at start: 4.91 angstrom
Path-averaged persistence: 4.87 angstrom
RMS displacement, ladder: 73.5 angstrom
RMS displacement, trajectories: 73.3 angstrom
RMS displacement, slowing down: 73.0 angstrom
Sub-threshold blur per axis: 42.4 angstrom
Same blur in atomic units: 80.2 bohr
Per-axis kurtosis (Gaussian is 3): 4.2
Hot-stage blur per axis: 20.0 angstrom
Total blur, all events sub-threshold: 46.9 angstrom
Sub-threshold event fraction in mixture: 0.5
Total blur, mixture: 36.1 angstrom
Half elastic length: collisions: 221.7
Half elastic length: path: 554.2 angstrom
Half elastic length: blur: 30.2 angstrom
Double coupling: weak losses: 14.34
Double coupling: blur: 35.4 angstrom
Tenfold energy drop: path: 158.0 angstrom
Tenfold energy drop: blur: 22.4 angstrom
Twentyfold capture: path: 53.4 angstrom
Twentyfold capture: blur: 12.7 angstrom
Flat capture, small drop: path: 500.0 angstrom
Flat capture, large drop: path: 500.0 angstrom
Reversed capture, small drop: path: 20.7 angstrom
Reversed capture, large drop: path: 118.2 angstrom
Forward-dominated case: elastic length: 1000 angstrom
Forward-dominated case: a, ladder: 191.5 angstrom
Forward-dominated case: a, trajectories: 192.9 angstrom
k times elastic length at mean capture energy: 4.54
Fraction captured below 0.5 eV: 0.00045
```
